\section*{Reaction-field relaxation after a dipole jump in a Debye solvent}

\section*{Setting}

A solute molecule is modelled as a point dipole at the centre of an empty sphere of radius $a$. Around the sphere lies an unbounded, isotropic solvent. Until $t=0$ the dipole is $m_0$ and the solvent is in equilibrium with it. At $t=0$ the dipole jumps to $m_1$, parallel to $m_0$, and then stays fixed, as in a fast electronic excitation. The polarized solvent produces a field at the dipole, the reaction field $R(t)$, counted positive along the dipole. The task is to find how $R$ approaches its new equilibrium.

The solvent responds in two ways. A fast part, described by the relative permittivity $\epsilon_\infty$, follows the field at once. A slow part, the orientational polarization $\mathbf P$, obeys the Debye equation:
\begin{align}
\mathbf D&=\varepsilon_0\epsilon_\infty\mathbf E+\mathbf P, \label{D}\\
\tau\,\frac{\partial\mathbf P}{\partial t}+\mathbf P&=\varepsilon_0\delta\,\mathbf E,\qquad \delta=\epsilon_s-\epsilon_\infty>0. \label{debye}
\end{align}
In a constant field $\mathbf P$ tends to $\varepsilon_0\delta\mathbf E$, so $\epsilon_s$ is the static permittivity. The time $\tau$ is the relaxation time of $\mathbf P$ when the macroscopic field $\mathbf E$ is held fixed.

The response is taken as linear and local, the cavity as rigid, and the fields as quasi-static, so that $\mathbf E=-\nabla\varphi$. Two abbreviations are used:
\begin{equation}
K=\frac{1}{4\pi\varepsilon_0a^3},\qquad r_x=\frac{2(\epsilon_x-1)}{2\epsilon_x+1}=1-\frac{3}{2\epsilon_x+1}.
\end{equation}

\section*{(a) The shape of the fields}

\textit{Show that the solvent carries no bulk charge after the jump, and reduce the problem to one time-dependent amplitude.}

\medskip
\textbf{Solution.} The solvent contains no free charge, so $\nabla\cdot\mathbf D=0$. Equation \eqref{D} then gives $\varepsilon_0\nabla\cdot\mathbf E=-\nabla\cdot\mathbf P/\epsilon_\infty$. Taking the divergence of \eqref{debye} and inserting this,
\begin{equation}
\tau\frac{\partial(\nabla\cdot\mathbf P)}{\partial t}
=-\Bigl(1+\frac{\delta}{\epsilon_\infty}\Bigr)\nabla\cdot\mathbf P
=-\frac{\epsilon_s}{\epsilon_\infty}\nabla\cdot\mathbf P .
\end{equation}
Before the jump $\mathbf P=\varepsilon_0\delta\mathbf E$ and $\mathbf D=\varepsilon_0\epsilon_s\mathbf E$, so $\nabla\cdot\mathbf E$ and $\nabla\cdot\mathbf P$ both vanish. By \eqref{debye}, $\mathbf P$ changes at a finite rate and is therefore continuous at $t=0$. Hence $\nabla\cdot\mathbf P$ starts from zero and stays zero. All polarization charge sits on the cavity surface, and $\varphi$ obeys Laplace's equation in the solvent.

Inside the cavity the potential is that of the dipole plus a uniform field $R$:
\begin{equation}
\varphi_{\rm in}=\frac{m\cos\theta}{4\pi\varepsilon_0r^2}-R\,r\cos\theta .
\end{equation}
Outside, the decaying solution with the same angular dependence is a dipole field. With the fixed vector function $\mathbf g=-\nabla[\cos\theta/(4\pi\varepsilon_0r^2)]$, write
\begin{equation}
\mathbf E=b(t)\,\mathbf g,\qquad \mathbf P=\varepsilon_0\,q(t)\,\mathbf g .
\end{equation}
Both $b$ and $q$ have the dimension of a dipole moment. The equilibrium before the jump has this form. If $\mathbf P$ is proportional to $\mathbf g$ at some instant, the electrostatic problem gives $\mathbf E$ proportional to $\mathbf g$, and \eqref{debye} then makes $\partial\mathbf P/\partial t$ proportional to $\mathbf g$ as well. The shape is preserved.

Two conditions hold at $r=a$. Continuity of the potential, multiplied by $4\pi\varepsilon_0a^2/\cos\theta$, reads
\begin{equation}
m-\frac{R}{K}=b\quad\Longrightarrow\quad R=K(m-b). \label{pot}
\end{equation}
For the normal component of $\mathbf D$, the inside value is $\varepsilon_0(2Km+R)\cos\theta$. Outside, $g_r=2K\cos\theta$ at the surface, so the value is $2K\varepsilon_0(\epsilon_\infty b+q)\cos\theta$. Dividing both by $\varepsilon_0K\cos\theta$,
\begin{equation}
2m+\frac{R}{K}=2\epsilon_\infty b+2q .
\end{equation}
With $R/K=m-b$ the left side is $3m-b$, and therefore
\begin{equation}
(2\epsilon_\infty+1)\,b=3m-2q . \label{b}
\end{equation}
The slow amplitude $q$ fixes everything else.

\section*{(b) The relaxation time}

\textit{Find the equation of motion of $q$ and its time constant. Why does it differ from $\tau$?}

\medskip
\textbf{Solution.} In terms of the amplitudes, \eqref{debye} is $\tau\dot q+q=\delta\,b$. Inserting \eqref{b},
\begin{equation}
\tau\dot q=-\Bigl(1+\frac{2\delta}{2\epsilon_\infty+1}\Bigr)q+\frac{3\delta\,m}{2\epsilon_\infty+1}.
\end{equation}
Since $2\epsilon_\infty+1+2\delta=2\epsilon_s+1$, the bracket equals $(2\epsilon_s+1)/(2\epsilon_\infty+1)$. The amplitude relaxes exponentially with
\begin{equation}
\boxed{\;\tau_R=\tau\,\frac{2\epsilon_\infty+1}{2\epsilon_s+1}\;} \label{tauR}
\end{equation}
towards $q=3\delta m/(2\epsilon_s+1)$.

The time $\tau$ belongs to a fixed field. Here the dipole is fixed, and the field is not. By \eqref{b}, growing polarization lowers the field that drives it, from $b=(3m-2q)/(2\epsilon_\infty+1)$ towards $b=3m/(2\epsilon_s+1)$. If the dipole is switched on in an unpolarized solvent, the polarization starts out at the rate set by the strong initial field but has to reach only the small value that the weak final field sustains, so it arrives early. By linearity the time constant is the same for any other jump. When $\delta\to0$ this feedback vanishes and $\tau_R\to\tau$. The cavity radius drops out because the problem contains no other length.

\section*{(c) The reaction field in time}

\textit{Obtain $R(t)$ for $t>0$, including the values just after the jump and at late times.}

\medskip
\textbf{Solution.} Eliminating $b$ from \eqref{pot} with \eqref{b},
\begin{equation}
R=K\Bigl[m-\frac{3m-2q}{2\epsilon_\infty+1}\Bigr]
=K\Bigl[r_\infty m+\frac{2q}{2\epsilon_\infty+1}\Bigr]. \label{Rq}
\end{equation}
The first term is the instantaneous response and the second the slow one. When $q$ is in equilibrium with a dipole $m$, the second term in the bracket is
\begin{equation}
\frac{6\delta\,m}{(2\epsilon_\infty+1)(2\epsilon_s+1)}
=\Bigl(\frac{3}{2\epsilon_\infty+1}-\frac{3}{2\epsilon_s+1}\Bigr)m=(r_s-r_\infty)\,m. \label{slow}
\end{equation}
At $t=0^+$ the dipole is $m_1$ while $q$ still belongs to $m_0$. At late times both belong to $m_1$. Thus
\begin{align}
R(0^+)&=K\bigl[r_\infty m_1+(r_s-r_\infty)m_0\bigr],\qquad R(\infty)=Kr_sm_1,\\
R(t)&=R(\infty)-K(r_s-r_\infty)(m_1-m_0)\,e^{-t/\tau_R}. \label{Rt}
\end{align}
Because the equations are linear, a jump that also turns the dipole is covered by applying \eqref{Rt} to each Cartesian component.

\section*{(d) The same result from the permittivity}

\textit{Recover $\tau_R$ from the Laplace-transformed permittivity. Which feature of $\epsilon(s)$ sets it?}

\medskip
\textbf{Solution.} Let $m$ be switched on from zero in an unpolarized solvent. The Laplace transform of \eqref{debye}, with $s$ the Laplace variable, gives $\mathbf D=\varepsilon_0\epsilon(s)\mathbf E$ with
\begin{equation}
\epsilon(s)=\epsilon_\infty+\frac{\delta}{1+s\tau}.
\end{equation}
The boundary conditions become $R/K=m-b$ and $2m+R/K=2\epsilon(s)b$. Hence $b=3m/[2\epsilon(s)+1]$ and $R/(Km)=1-3/[2\epsilon(s)+1]$. The denominator is
\begin{equation}
2\epsilon(s)+1=\frac{(2\epsilon_\infty+1)(1+s\tau)+2\delta}{1+s\tau}
=(2\epsilon_s+1)\,\frac{1+s\tau_R}{1+s\tau}.
\end{equation}
To split the reciprocal, write $1+s\tau=(\tau/\tau_R)(1+s\tau_R)+1-\tau/\tau_R$ and use $\tau/\tau_R=(2\epsilon_s+1)/(2\epsilon_\infty+1)$:
\begin{equation}
\frac{3}{2\epsilon(s)+1}=\frac{3}{2\epsilon_\infty+1}+\Bigl(\frac{3}{2\epsilon_s+1}-\frac{3}{2\epsilon_\infty+1}\Bigr)\frac{1}{1+s\tau_R}.
\end{equation}
Therefore
\begin{equation}
\frac{R}{Km}=r_\infty+\frac{r_s-r_\infty}{1+s\tau_R}.
\end{equation}
The relaxation rate comes from the zero of $2\epsilon(s)+1$. The pole of $\epsilon(s)$ at $s=-1/\tau$ cancels.

\section*{(e) The shift of the energy gap}

\textit{The solute states with dipoles $m_0$ and $m_1$ differ in energy by a gap that depends on the solvent. How does the gap change after the jump?}

\medskip
\textbf{Solution.} An emission is fast, so $q$ is frozen during it, while the $\epsilon_\infty$ response of the model follows the dipole. In a real solvent only the electronic part of $\epsilon_\infty$ does so; part (g) gives the consequence. The energy of the slow polarization itself is then common to both states and cancels. What remains is the reversible work $-\int R\,dm$ of growing the dipole in its reaction field. With \eqref{Rq},
\begin{equation}
-\int_{m_0}^{m_1}\!R\,dm=-\frac{Kr_\infty}{2}(m_1^2-m_0^2)-\frac{2Kq(t)}{2\epsilon_\infty+1}(m_1-m_0).
\end{equation}
Only the last term depends on time. By part (b), $q(t)-q(0)=3\delta(m_1-m_0)(1-e^{-t/\tau_R})/(2\epsilon_s+1)$, and with \eqref{slow} the gap has fallen since $t=0^+$ by
\begin{equation}
\Delta(t)=K(m_1-m_0)^2(r_s-r_\infty)\bigl(1-e^{-t/\tau_R}\bigr). \label{shift}
\end{equation}
This is a red shift whichever sign $m_1-m_0$ has, because the solvent lowers the energy of the state to which it adapts relative to that of the other state.

\section*{(f) Other multipoles and a filled cavity}

\textit{Replace the dipole by a multipole of order $l$ and fill the cavity with a medium of permittivity $\epsilon_c$. What is the relaxation time?}

\medskip
\textbf{Solution.} Leave out the common angular factor and let $Q$ be the amplitude of the source potential in the filling medium. Then $\varphi_{\rm in}=Qr^{-l-1}-R_lr^l$. The outside field and $\mathbf P/\varepsilon_0$ derive from $b\,r^{-l-1}$ and $q\,r^{-l-1}$. Continuity of $\varphi$ and of the normal component of $\mathbf D$ gives
\begin{align}
Q-a^{2l+1}R_l&=b,\\
\epsilon_c\bigl[(l+1)Q+l\,a^{2l+1}R_l\bigr]&=(l+1)(\epsilon_\infty b+q).
\end{align}
Eliminating $R_l$,
\begin{equation}
\bigl[(l+1)\epsilon_\infty+l\epsilon_c\bigr]b=(2l+1)\epsilon_cQ-(l+1)q .
\end{equation}
In $\tau\dot q=-q+\delta b$ the coefficient of $-q$ is now $1+(l+1)\delta/[(l+1)\epsilon_\infty+l\epsilon_c]$, so
\begin{equation}
\tau_l=\tau\,\frac{(l+1)\epsilon_\infty+l\epsilon_c}{(l+1)\epsilon_s+l\epsilon_c}. \label{taul}
\end{equation}
For $l=1$, $\epsilon_c=1$ this is \eqref{tauR}. For a charge, $l=0$, it is the longitudinal time $\tau_L=\tau\epsilon_\infty/\epsilon_s$. The two are close:
\begin{equation}
\frac{\tau_R}{\tau_L}=\frac{2+1/\epsilon_\infty}{2+1/\epsilon_s},
\end{equation}
which lies between 1 and $3/2$ for $1\le\epsilon_\infty<\epsilon_s$. A dipole away from the centre has components with $l\ge2$ about the centre, and its reaction field is then a sum of exponentials.

\section*{(g) A polar dye in a carbonate solvent}

\textit{Evaluate the results for $\epsilon_s=65$, $\epsilon_\infty=4$, $\tau=40$ ps, $a=0.5$ nm, $m_0=4$ D, $m_1=8$ D at 298 K, and judge the neglected effects.}

\medskip
\textbf{Solution.} The relaxation time is
\begin{equation}
\tau_R=40\ {\rm ps}\times\frac{9}{131}=2.75\ {\rm ps},
\end{equation}
against 2.46 ps for a charge and 2.84 ps for a quadrupole. With $K\times1\,{\rm D}=2.398$ MV/cm, $r_s=0.9771$ and $r_\infty=0.6667$,
\begin{align}
R(0^-)&=2.398\times0.9771\times4=9.4\ {\rm MV/cm},\\
R(0^+)&=2.398\,(0.6667\times8+0.3104\times4)=15.8\ {\rm MV/cm},\\
R(\infty)&=2.398\times0.9771\times8=18.7\ {\rm MV/cm}.
\end{align}
About two thirds of the change is instantaneous, and the rest follows with $\tau_R$. The field in the solvent at the pole of the cavity, $2Kb$, falls meanwhile from 6.8 to 0.9 MV/cm. This is the feedback of part (b).

The slow rise of $R$ is 2.98 MV/cm. Since $1\ {\rm D}\times1\ {\rm MV/cm}=2.08$ meV, the final red shift is $4\times2.98\times2.08=24.8$ meV, close to $k_BT=25.7$ meV. At $t=\tau_R$ it is $24.8\times0.632=15.7$ meV. This is the slow part of the shift only. If the optical permittivity is 2 ($r_{\rm opt}=0.4$), the response between 2 and 4 is nuclear motion that is frozen during emission, and it adds a fast shift $K(m_1-m_0)^2(r_\infty-r_{\rm opt})\approx21$ meV. The total is then 46 meV, and when the fast part is much quicker than $\tau_R$ the whole shift reaches its $1/e$ point after about 1 ps.

A numerical solution that evolves $\mathbf P$ at every radius, without assuming how the outside field falls off with distance, tests these results. Over six relaxation times its reaction field differs from \eqref{Rt} by at most $7.1\times10^{-5}$ of the value. Its gap shift at $\tau_R$ is also 15.68 meV.

\medskip
\textbf{The real case.} The solvent parameters are rough values in the regime of propylene carbonate near room temperature, and the solute stands for a small polar dye. The following estimates change one assumption at a time and keep the other inputs fixed.

\begin{itemize}
\item \textit{Choice of $\epsilon_\infty$.} It may contain only response that is fast compared with $\tau_R$; being faster than $\tau$ is not enough. If the part of $\epsilon_\infty$ between 2 and 4 relaxes with a time of 1 ps, the slow component of the shift has 3.25 ps and 17 meV; with 10 ps, almost the whole shift decays in about 1.4 ps. An optical value of 2 gives 1.53 ps, 44\% less. This is the largest change of time found here.
\item \textit{Polarizable solute.} Equation \eqref{taul} with $\epsilon_c=2$ gives 3.03 ps, 10\% more.
\item \textit{Molecular structure.} The solvent molecules have a radius of about 0.32 nm, not small against $a$, so a local continuum is doubtful next to the solute. If a layer of that thickness keeps its fast response but cannot reorient, the time becomes 3.35 ps, and only 27\% of the slow part of $R$ remains. The amplitude is far more sensitive than the time.
\item \textit{Spread of relaxation times.} For a Davidson--Cole solvent, $\epsilon=\epsilon_\infty+\delta/(1+s\tau)^{\beta}$ with $\beta=0.9$, the decay is no longer a single exponential. At the same $\tau$ its $1/e$ time is 2.05 ps, 26\% less; at the same mean time $\beta\tau=40$ ps it is 2.27 ps, 17\% less.
\item \textit{Saturation.} At the pole, the linear law demands in the final state 41\% of the polarization of fully aligned solvent dipoles (5 D each, 7 per nm$^3$). For independent dipoles in an orienting field strong enough that the linear part of the Langevin function equals this 41\%, the full function gives 8.7\% less. This equilibrium estimate does not cover the stronger field just after the jump.
\item \textit{Inertia.} Treating solvent molecules as rotors with friction gives an inertial time $\tau_i=0.022$ ps and $\epsilon=\epsilon_\infty+\delta/(1+s\tau+s^2\tau\tau_i)$. The $1/e$ time stays at 2.748 ps to the digits shown. The zeros $s_1$ (slow) and $s_2$ (fast) of $2\epsilon(s)+1$ now obey $1+s\tau_R+s^2\tau_R\tau_i=0$, and after a jump the slow exponential $e^{s_1t}$ has the relative amplitude $s_2/(s_2-s_1)$. To first order in $\tau_i/\tau_R$, it gains the factor $1+\tau_i/\tau_R$ in both amplitude and rate, and at $t=\tau_R$ the two changes cancel. Librations are not in this estimate.
\item \textit{Solute rotation and retardation.} The dye turns in about 950 ps, and light in the solvent covers a distance $a$ in about 0.003 fs. Both are far from $\tau_R$.
\end{itemize}

For such a solute the model thus supports a slow response on the scale of picoseconds, much shorter than $\tau$. It does not fix the time more closely than that: the estimates above run from 1.5 to 3.4 ps with one assumption changed at a time, and changes acting together can lead outside this range. This range refers to the slow component, not to the whole shift including its fast nuclear part. The size of the red shift depends strongly on the first solvent layer, on the choice of $\epsilon_\infty$, and, through $a^{-3}$, on the cavity radius. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
eps_s (rough input): 65
eps_inf (rough input): 4
Debye time tau (rough input): 40 ps
cavity radius a: 0.5 nm
dipole before m0: 4 D
dipole after m1: 8 D
temperature: 298 K
reaction factor r_s: 0.9771
reaction factor r_inf: 0.6667
tau_R/tau, formula: 0.06870
tau_R/tau, simulation: 0.06870
tau_R: 2.748 ps
longitudinal time (l=0): 2.462 ps
quadrupole time (l=2): 2.843 ps
K times 1 D: 2.398 MV/cm
R before jump: 9.37 MV/cm
R just after jump: 15.77 MV/cm
R at t = tau_R: 17.65 MV/cm
R at t = 3 tau_R: 18.60 MV/cm
R final: 18.75 MV/cm
largest relative deviation of simulated R: 7.1e-05
outside pole field just after jump: 6.83 MV/cm
outside pole field, final: 0.88 MV/cm
red shift at t = tau_R: 15.68 meV
red shift at t = tau_R, simulation: 15.68 meV
red shift, final: 24.80 meV
thermal energy kT: 25.68 meV
Neglected effects, rough sizes
optical eps_inf (rough input): 2
tau_R with optical eps_inf: 1.527 ps
solute permittivity (rough input): 2
tau_R with polarizable solute: 3.030 ps
solvent number density (rough input): 7 nm^-3
solvent molecular radius, layer thickness: 0.324 nm
tau_R with non-reorienting layer: 3.354 ps
slow part of R left with that layer: 0.274
Davidson-Cole exponent (rough input): 0.9
1/e time with Davidson-Cole solvent: 2.047 ps
solvent molecular mass (rough input): 102 u
inertial time I/friction: 0.0216 ps
1/e time with inertia: 2.748 ps
solvent dipole (rough input): 5 D
alignment demanded at pole, final: 0.407
Langevin loss at that alignment: 8.7 %
viscosity (rough input): 2.5 mPa s
solute rotation time: 954 ps
light transit time over a: 0.0033 fs
\end{verbatim}
